# Why force-constant defects scatter as the fourth power of frequency

## Result

Consider a dilute set of identical point defects in a free, stable, harmonic three-dimensional crystal. Each defect changes only force constants, within a short range, and has no resonance near zero frequency. At low frequency the energy of a phonon then in general decays at a rate

\[
\frac1\tau\propto c\,\omega^4 ,
\]

where \(c\) is the number of defects per cell. The cause is translational invariance: a rigid displacement stretches no bond, so the defect responds only to displacement gradients. Rotational invariance further reduces gradients to strain, but the fourth power does not need it.

If the force-constant change violates the acoustic sum rule, the defect acts as if tied to the laboratory. For isolated defects the rate then in general tends to a constant as \(\omega\to0\), and this scattering is spurious.

## The scattering rate

Take one mass point \(M\) per cell and \(N\) cells. Let \(K\) be the host force-constant matrix, \(\Delta K\) its change at one defect, \(D=K/M\) and \(V=\Delta K/M\). With time factor \(e^{-i\omega t}\), the motion obeys \((\omega^2-D-V)u=0\). Split \(u=u_0+w\), where \(u_0\) is a host plane wave with polarization \(e\), \(|e|=1\), and \(w\) is the scattered wave. Then

\[
w=GVu,\qquad G=(\omega^2+i0-D)^{-1}.
\]

Define \(T\) by \(Vu=Tu_0\). Inserting \(u=u_0+GTu_0\) gives \(T=V+VGT\), and equivalently \(T=V+TGV\).

The defect exerts the force \(-f\) per unit mass on the host, with \(f=Tu_0\). Since \(\dot w=-i\omega Gf\), the power per unit mass is

\[
P=\mathrm{Re}\,[\dot w^\dagger(-f)]=\mathrm{Re}\,[-i\omega f^\dagger G^\dagger f]=-\omega f^\dagger(\mathrm{Im}\,G)f .
\]

Now \(\mathrm{Im}\,G=-\pi\,\delta(\omega^2-D)\), and the incident energy per unit mass is \(N\omega^2\). Expanding the delta function in plane waves and adding independent defects gives

\[
\frac1\tau=\frac{\pi c}{\omega}\,\frac1N\sum_{q'}|t(q',q)|^2\,\delta(\omega^2-\omega'^2),
\]

where \(t(q',q)\) is the element of \(T\) between waves of unit amplitude per cell.

The same rate is the loss from the incident wave. From \(u_0=u-Gf\) we have \(t(q,q)=u^\dagger Vu-f^\dagger G^\dagger f\). The first term is real, so \(\mathrm{Im}\,t(q,q)=f^\dagger(\mathrm{Im}\,G)f\) and \(1/\tau=-(c/\omega)\,\mathrm{Im}\,t(q,q)\).

## Contribution 1: rigid displacement gives nothing

Moving the whole crystal, defect included, creates no force. Hence \(\sum_{l'}V_{li,l'j}=0\) for every row, written \(V\mathbf 1=0\). As \(V\) is symmetric, \(\mathbf 1^{T}V=0\) too. The two forms of the equation for \(T\) then give

\[
T\mathbf 1=V\mathbf 1+TG\,V\mathbf 1=0,\qquad \mathbf 1^{T}T=0 .
\]

This holds for any strength of defect for which \(T\) exists. Relaxation around the defect cannot restore a coupling to rigid motion.

## Contribution 2: displacement gradients give \(\omega^4\)

Write the matrix element out:

\[
t=\sum_{ll'}e'_i\,e^{-iq'\cdot R_l}\,T_{li,l'j}\,e^{iq\cdot R_{l'}}\,e_j .
\]

Any term without a factor \(R_l\) vanishes by the column sums, and any term without \(R_{l'}\) by the row sums. The first survivor contains \((-iq'\cdot R_l)(iq\cdot R_{l'})\), so

\[
t=e'_iq'_a\,A_{ia,jb}\,e_jq_b+\dots,\qquad A_{ia,jb}=\sum_{ll'}R_{la}\,T_{li,l'j}(0)\,R_{l'b}.
\]

**Meaning of \(A\).** Impose a uniform gradient \(g\), so that \(u_0=gR\), and let the crystal relax by \(w\). Apart from the strain energy of the perfect host,

\[
E=\tfrac12w^\dagger Kw+\tfrac12(u_0+w)^\dagger\Delta K(u_0+w).
\]

There is no host cross term, because a uniformly strained Bravais lattice has no net force on any site. The minimum obeys \(Kw=-\Delta K(u_0+w)\), which is the static scattering equation, so \(\Delta K(u_0+w)=MT(0)u_0\). Multiplying the condition by \(w^\dagger/2\) replaces the first term by \(-\tfrac12w^\dagger\Delta K(u_0+w)\), leaving

\[
E_{\min}=\tfrac12u_0^\dagger\Delta K(u_0+w)=\tfrac12M\,g\cdot A\cdot g .
\]

Thus \(A\) is a static elastic polarizability. If it vanishes, as for a defect that responds only to second differences of the displacement, the rate falls with a higher power than the fourth.

**Counting powers.** For a sound wave \(q=\omega n/v\), with \(n\) a unit vector. With cell volume \(\Omega_c\), the radial integral over final states is

\[
\int q'^2dq'\,\delta(\omega^2-v^2q'^2)=\frac{q'^2}{2v^2q'}=\frac{\omega}{2v^3}.
\]

The density of states in \(\omega^2\) per cell is therefore \(W\omega\). Define, summing over the three branches,

\[
W=\frac{\Omega_c}{16\pi^3}\sum_s\int\frac{d\Omega}{v_s^3},\qquad
S_{ia,jb}=\frac{\Omega_c}{16\pi^3}\sum_s\int\frac{d\Omega}{v_s^5}\,e_in_ae_jn_b .
\]

The weighted sum of \((e_iq_a)(e_jq_b)\) is \(\omega^3S\). Averaging also over incident waves of frequency \(\omega\) gives

\[
\frac1\tau=\frac{\pi c}{\omega}\,\frac{\mathrm{tr}(A\,\omega^3S\,A\,\omega^3S)}{W\omega}=c\,a_4\,\omega^4,\qquad a_4=\frac{\pi\,\mathrm{tr}(ASAS)}{W}.
\]

In words, \(|t|^2\) gives \(\omega^4\), the final states give \(\omega\), and the prefactor gives \(1/\omega\).

## Contribution 3: local rotation

Translational invariance alone still allows coupling to the antisymmetric part of \(g\). For unstressed central springs this part drops out: a bond \(\delta\) stretches by \(\delta\cdot g\delta/|\delta|\), which is zero for antisymmetric \(g\). Then \(Vu_0=0\), hence \(Tu_0=0\), and the defect sees strain alone.

A two-atom bond change that also resists sideways motion breaks rotational invariance but keeps the row sums. Angle-bending terms, which involve three atoms, can resist sideways motion and still be rotationally invariant. In the lattice below, such a change has a rotational coupling of 1.4 in reduced units, yet its exponent is 3.998. Losing rotational invariance changes the coefficient, not the power.

## Contribution 4: inertia

A changed mass adds \(\Delta M\,\omega^2u\) to the equation of motion, so \(V=-\omega^2\Delta M/M\) on one site and, to leading order, \(t=-\omega^2\mu\,e'\cdot e\) with \(\mu=\Delta M/M\). Cubic symmetry makes the weighted sum of \(e'_ie'_j\) equal to \(W\omega\,\delta_{ij}/3\), so

\[
\frac1\tau=\frac{\pi c}{3}\,\mu^2W\omega^4 .
\]

A mass defect does couple to rigid motion, but through acceleration, which supplies the \(\omega^2\). Equating the two quartic rates defines an equivalent mass change \(\mu_{\rm eq}=\sqrt{3a_4/(\pi W)}\).

If both changes sit at a centre of inversion, their leading rates add. Under \(q'\to-q'\) the strain amplitude changes sign and the mass amplitude does not, so the cross term cancels in the sum.

## Contribution 5: a broken sum rule

Suppose the row sums fail at a site of cubic symmetry. Then \(\sum_{ll'}T_{li,l'j}(0)=s\,\delta_{ij}\), and if \(s\neq0\), \(t\to s\,e'\cdot e\). The sum used for the mass defect gives

\[
\frac1\tau\to\frac{\pi c}{3}\,s^2W ,
\]

independent of \(\omega\). The error is a spring to a fixed point in space.

This is the rate of isolated defects. At a finite concentration the average force of these springs also shifts \(\omega^2\) of long waves by about \(cs\), so the formula needs \(\omega^2\gg c|s|\). At lower frequencies a positive \(s\) opens a gap, and a negative \(s\) makes the crystal unstable.

Making only the grand total of \(V\) vanish is not enough. Put self-term errors \(+r\) and \(-r\) on sites 1 and 2. To first order \(t\approx ir\,(q-q')\cdot(R_1-R_2)\,e'\cdot e\), which gives a rate \(\propto\omega^2\). To second order, however,

\[
s=r^2\,(G_{11}+G_{22}-G_{12}-G_{21}),
\]

with \(G(0)\) averaged over the three directions. This is a quadratic form of \(-D^{-1}\), hence negative and not zero. In the lattice described below, with the errors on two opposite neighbours of a site and \(r=0.1\) spring constants, it gives \(s=-0.007162\), against \(-0.007175\) from the full \(T\). This pair of sites is not cubic, and the full value is the mean of three principal values between \(-0.0066\) and \(-0.0075\). Between reduced frequencies 0.001 and 0.002 the first-order exponent is 2.00 and the full one 0.006.

The cure is to set each self term to minus the sum of the other blocks in its row. This keeps the matrix symmetric only if that sum is itself a symmetric 3×3 block. Otherwise the other blocks must be corrected too, so that symmetry and the row sums hold together.

The true and spurious rates are equal at

\[
\omega_c^2=\frac{|s|}{\mu_{\rm eq}} .
\]

## A silicon-like lattice

An fcc lattice of central nearest-neighbour springs \(k\), with one mass point per primitive cell, stands for the acoustic branches of silicon. The rough inputs are a cubic edge \(a=0.543\) nm and a shear modulus of 80 GPa. A shear \(\eta\) changes the length of two of the six springs per cell by \(\eta a/(2\sqrt2)\), which costs \(k\eta^2a^2/8\) in a cell of volume \(a^3/4\). The energy density is thus \(k\eta^2/(2a)\), so \(C_{44}=k/a\). The inputs then give \(k=C_{44}a=43.4\) N/m and, with a cell mass of 56.2 u, the frequency unit \(\omega_0=\sqrt{k/M}=2\pi\times3.435\) THz. In reduced units \(k=M=a/2=1\), and 1 THz is \(\omega=0.2911\).

The defect halves the twelve springs around one site, at \(10^{19}\) per cm³, so \(c=4.00\times10^{-4}\).

Without relaxation the bond sums give \(A_{11}=-2\) and \(A_{12}=A_{44}=-1\). Relaxation lowers the energy further, to \(-2.34\), \(-1.11\) and \(-1.20\), and raises \(a_4\) from 0.0995 to 0.1468. As a test, strained supercells of 216 and 1000 cells were relaxed and extrapolated; they agree with \(A\) from \(T(0)\) to \(1.5\times10^{-4}\) of its largest element. The energy unit is 20.0 eV, so a 1% shear changes the defect energy by \(\tfrac12(-1.20)(20.0\ \text{eV})(10^{-4})=-1.2\) meV.

The rate formula was also tested in real time. A longitudinal wave along a cube axis, at reduced frequency 0.821, drove one defect. The measured rate was 0.0446 per defect fraction, against 0.0449 from the formula.

At 1 THz the quartic law gives

\[
\frac1\tau=c\,\omega_0a_4\omega^4=(4.00\times10^{-4})(2.158\times10^{13}\ \mathrm{s^{-1}})(0.1468)(0.2911)^4=9.1\times10^{6}\ \mathrm{s^{-1}} .
\]

The full calculation lies about 0.1% below the quartic law at both frequencies: 0.08% at 1 THz and 0.13% at 2 THz, with \(a_4=0.14676\) from \(T(0)\). The supercell extrapolation gives 0.14683, which is 0.05% higher, so the ratios in the numerical output are lower by that amount. The table compares three versions at fixed concentration. The second has an excess self term of \(0.05k=2.2\) N/m at the centre. In the third the self terms were never updated. All entries are isolated-defect rates multiplied by \(c\). For the third version at 0.1 THz this is not a valid rate for the crystal: with \(s=1.99\), the shift \(cs=8.0\times10^{-4}\) nearly equals \(\omega^2=8.5\times10^{-4}\). At 0.3 THz the shift is still 10% of \(\omega^2\), so that entry is only approximate.

| Frequency | Correct (1/s) | Self-term error (1/s) | Self terms omitted (1/s) |
|---|---|---|---|
| 0.1 THz | \(9.1\times10^{2}\) | \(3.7\times10^{6}\) | \(6.2\times10^{9}\) |
| 0.3 THz | \(7.4\times10^{4}\) | \(3.8\times10^{6}\) | \(6.2\times10^{9}\) |
| 1 THz | \(9.1\times10^{6}\) | \(1.3\times10^{7}\) | \(6.1\times10^{9}\) |
| 2 THz | \(1.46\times10^{8}\) | \(1.45\times10^{8}\) | \(5.9\times10^{9}\) |

For the small error \(s=0.0484\), and \(\mu_{\rm eq}=0.90\). Thus \(\omega_c=\sqrt{0.0484/0.90}=0.232\), or 0.80 THz. There the erroneous rate is 2.04 times the correct one, close to the factor 2 expected when the two rates add. At 2 THz the error slightly lowers the rate, so simple addition has failed. The cause is interference: the scattering added by the error is out of phase with the correct defect's own weak, higher-order scattering of the same parity. The negative cross term slightly outweighs the rate that the added part would give alone.

## Weighing the contributions

All figures here are for 1 THz unless stated.

- **Inertia.** Removing half the cell mass at each defect gives \(2.8\times10^{6}\) s⁻¹, 31% of the spring contribution. Isotopes, with a rough mass variance of \(2\times10^{-4}\) per atom, give about the same.
- **Anharmonicity.** The rough estimate \(2\gamma^2k_BT\omega^2/(C_{44}v_a\omega_D)\), with Grüneisen parameter \(\gamma=1\), atomic volume \(v_a\), Debye frequency \(\omega_D\) and 300 K, gives \(2.7\times10^{9}\) s⁻¹.
- **Boundaries.** In a 100 nm film, the model's mean sound speed divided by the thickness is \((5300\ \mathrm{m/s})/(100\ \mathrm{nm})=5.3\times10^{10}\) s⁻¹.

The correct defect is thus a minor scatterer at this frequency. The version without self terms is not: its false rate exceeds the anharmonic estimate twofold. At 0.1 THz that estimate falls as \(\omega^2\) to \(2.7\times10^{7}\) s⁻¹. The small self-term error then amounts to 14% of it, while the correct defect rate is negligible.

Set beside real silicon, the concentration is that of heavy doping, and the softening is a round choice rather than a computed defect. The model's zone-edge transverse frequency, 6.9 THz, is well above the real value of roughly 4.5 THz, and optical branches are absent. Using rough silicon elastic constants of 166, 64 and 80 GPa with the same \(A\) lowers \(a_4\) by 30%. Scattering by the charge carriers that real doping would supply is not included. The strain field of the defect is also omitted. A volume strain \(\theta\) shifts \(\omega^2\) by the fraction \(-2\gamma\theta\), so a misfit of 0.2 cell volumes suggests an equivalent mass change of order \(2\gamma\times0.2=0.4\). This ignores the long range of the field and its dependence on direction. It shows only that the strain field can change the coefficient noticeably.

The fourth power fails near a resonance of a loosely bound atom, for extended defects such as dislocations, and in a crystal truly anchored to a support. In the last case the coupling to rigid motion is physical, and removing it would be the error.

The complete values are in the numerical output below.

## Values computed for the example and the checks

```
lattice constant 0.543 nm, shear modulus 80 GPa
cell mass 56.17 u, spring k 43.44 N/m
frequency unit sqrt(k/M)/2pi 3.435 THz; 1 THz is w = 0.2911
model TA, LA at X: 6.87, 9.71 THz
defects 1.0e+19 per cm3, fraction per cell 4.003e-04
spring change -0.50 k on 12 bonds; mean speed 5299 m/s
polarizability A11, A12 (reduced) -2.3370, -1.1058
A44 (reduced) -1.1994; unit 19.99 eV
A from T matrix vs relaxed cells, relative gap 1.5e-04
cell-size shift of A, 1000 cells to limit 8.9e-04
state-density factor W (reduced) 0.17259
quartic coefficient a4 (reduced) 0.14683; Born 0.09954
T-matrix rate over quartic law at w=0.03: 0.9995
extinction over golden-rule rate at w=0.3: 1.0000
simulation w 0.8210: rate 0.04455, golden 0.04490
  power drift 1.5e-02, Im G continued/surface 1.0016
rotation coupling: central 5.6e-17, isotropic 1.435
exponent: correct 4.0000, isotropic bonds 3.9981
exponent: self-term error 0.0000, self terms omitted -0.0000
exponent, residuals +r,-r: Born 2.0000, full 0.0061
r 0.10 k; total s -7.175e-03 k, second order -7.162e-03 k
self-term error 0.050 k = 2.17 N/m
dressed total s: error 0.04838 k, omitted 1.9873 k
rates in 1/s: correct | self-term error | self terms omitted
  0.1 THz: 9.109e+02 | 3.659e+06 | 6.165e+09
  0.3 THz: 7.378e+04 | 3.759e+06 | 6.160e+09
  1.0 THz: 9.102e+06 | 1.287e+07 | 6.105e+09
  2.0 THz: 1.456e+08 | 1.451e+08 | 5.919e+09
crossover frequency 0.796 THz
erroneous over correct rate at crossover 2.038
equivalent mass change |dM/M| 0.901
mesh shift at 1 THz 2.1e-07, angular shift 4.9e-06
rate over quartic law at 1 THz 0.9987
rate over quartic law at 2 THz 0.9982
neglected effects at 1 THz, rough inputs:
  anharmonic, 300 K, Grueneisen 1: 2.69e+09 1/s
  boundaries of a 100 nm film: 5.30e+10 1/s
  isotopes, mass variance 2e-04: 2.80e+06 1/s
  half the cell mass missing: 2.80e+06 1/s
  strain field, misfit 0.2 cell: |dM/M| like 0.40
  a4 with C11,C12,C44 = 166,64,80 GPa over model: 0.699
  largest relative shift of w^2 by all defects: 5.0e-04
```
